# Filling and Emptying of an Open Cylindrical Pore: the Square Law: verification in Python

```python
"""
Result under test: an open, completely wetted cylindrical pore with a film of
negligible thickness fills at x_f = exp(-gamma V/(r R T)), empties at
x_e = exp(-2 gamma V/(r R T)), and therefore x_e = x_f**2.
x      vapour pressure / saturation pressure
r      pore radius (nm);  a  radius of the vapour core (nm)
gamma  surface tension (mN/m);  V  molar volume of the liquid (cm3/mol)
D      free-energy cost of liquid per volume, (RT/V) ln(1/x)  (MPa)
Unit system: mN/m / nm = MPa, MPa nm^3 = 1e-21 J, MPa cm3 = J.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

pi = np.pi
# Rough typical values for toluene in a porous low-k film
temperature = 298.0          # K
gamma = 28.0                 # mN/m
molar_volume = 106.0         # cm3/mol
p_sat_torr = 28.0            # Torr
compressibility = 0.9e-3     # 1/MPa
radius = 2.0                 # nm
# Assumed sizes for the neglected effects
hamaker = 50.0               # 1e-21 J, positive for a wetting film
curvature_length = 0.1       # nm
barrier_in_kT = 30.0
skeleton_modulus = 5.0       # GPa

RT = const.R * temperature
kT = const.k * temperature * 1e21
p_sat = p_sat_torr * const.torr * 1e-6
kelvin_length = gamma * molar_volume / RT


def cohan_fill(r):
    return np.exp(-kelvin_length / r)


def cohan_empty(r):
    return np.exp(-2 * kelvin_length / r)


def liquid_cost(x):
    """Cost per volume, from the work of expanding the ideal vapour."""
    return quad(lambda s: RT / s, x, 1.0)[0] / molar_volume


# ---------- thresholds from the grand potential ----------
def omega_core(a, r, x):
    """Grand potential per pore length with a vapour core of radius a."""
    return 2 * pi * a * gamma + pi * (r**2 - a**2) * liquid_cost(x)


def cap_area(r, h):
    """Area of half a spheroid, tangent to the wall, of depth h."""
    return quad(lambda u: 2 * pi * r * np.sin(u)
                * np.hypot(r * np.cos(u), h * np.sin(u)), 0, pi / 2)[0]


def cap_volume(r, h):
    return quad(lambda u: pi * (r * np.sin(u))**2 * h * np.sin(u),
                0, pi / 2)[0]


def omega_column(c, r, x):
    """Liquid column with contact circles c apart in a pore of length 10 r."""
    area = 2 * cap_area(r, r) + 2 * pi * r * (10 * r - c)
    volume = pi * r**2 * c - 2 * cap_volume(r, r)
    return gamma * area + liquid_cost(x) * volume


def numerical_fill(r):
    step = 1e-5 * r
    return brentq(lambda x: (omega_core(r, r, x)
                             - omega_core(r - step, r, x)) / step, 0.01, 0.999)


def numerical_empty(r):
    return brentq(lambda x: omega_column(6 * r, r, x)
                  - omega_column(5 * r, r, x), 0.01, 0.999)


for r_test in (1.0, 2.0, 5.0, 20.0):
    xf_num, xe_num = numerical_fill(r_test), numerical_empty(r_test)
    assert abs(xf_num / cohan_fill(r_test) - 1) < 1e-4
    assert abs(xe_num / cohan_empty(r_test) - 1) < 1e-6
    assert abs(xe_num / xf_num**2 - 1) < 1e-4

x_fill, x_empty = cohan_fill(radius), cohan_empty(radius)
xf_num, xe_num = numerical_fill(radius), numerical_empty(radius)
D_fill, D_empty = gamma / radius, 2 * gamma / radius

# At the emptying pressure the best tangent spheroidal cap is a hemisphere
best_cap = minimize_scalar(
    lambda h: gamma * cap_area(radius, h) - D_empty * cap_volume(radius, h),
    bounds=(0.2 * radius, 3 * radius), method="bounded",
    options={"xatol": 1e-8})
cap_ratio = best_cap.x / radius
assert abs(cap_ratio - 1) < 1e-4

# Above x_fill the core shrinks downhill all the way to a full pore
core = np.linspace(0, radius, 400)
x_above = 1.01 * x_fill
assert np.all(np.diff(omega_core(core, radius, x_above)) > 0)
# Inside the loop the empty pore is metastable and the full pore is stable
x_mid = 0.5 * (x_fill + x_empty)
omega_mid = omega_core(core, radius, x_mid)
assert omega_mid[0] < omega_mid[-1] < omega_mid[-2]
core_at_top = core[np.argmax(omega_mid)]
assert abs(core_at_top - gamma / liquid_cost(x_mid)) < 2 * core[1]
# Below x_empty the empty pore is the stable one
assert (omega_core(0, radius, 0.99 * x_empty)
        > omega_core(radius, radius, 0.99 * x_empty))

# Widest hysteresis loop, searched over radius with numerical thresholds
widest = minimize_scalar(lambda r: numerical_empty(r) - numerical_fill(r),
                         bounds=(0.8, 6.0), method="bounded")
assert abs(-widest.fun - 0.25) < 1e-4
assert abs(widest.x - kelvin_length / np.log(2)) < 0.02

# ---------- neglected effect: film held by wall forces ----------
film_const = hamaker / (6 * pi)


def film_omega(t, r, D):
    """(Omega of film t minus Omega of full pore) / (2 pi length)."""
    return (gamma * (r - t) - D * (r - t)**2 / 2
            + film_const * (r - t)**2 / (2 * r * t**2))


def film_balance(t, r):
    return film_const / t**3 + gamma / (r - t)


def film_thresholds(r):
    t_f = brentq(lambda t: gamma * t**4 - 3 * film_const * (r - t)**2, 1e-3, r)
    t_e = brentq(lambda t: film_omega(t, r, film_balance(t, r)), 0.02, t_f)
    return t_f, t_e, film_balance(t_f, r), film_balance(t_e, r)


t_fill, t_empty, Df_film, De_film = film_thresholds(radius)
wall_work = quad(lambda t: film_const / t**3 * (radius - t), t_empty, radius)[0]
wall_formula = film_const * (radius - t_empty)**2 / (2 * radius * t_empty**2)
assert abs(wall_work / wall_formula - 1) < 1e-7
t_grid = np.linspace(0.1, radius, 20001)
assert np.any(np.diff(film_omega(t_grid, radius, 1.01 * Df_film)) > 0)
assert np.all(np.diff(film_omega(t_grid, radius, 0.99 * Df_film)) < 0)
thin = t_grid[t_grid < t_fill]
assert abs(film_omega(thin, radius, De_film).min()) < 1e-4 * gamma * radius
xf_film = np.exp(-Df_film * molar_volume / RT)
xe_film = np.exp(-De_film * molar_volume / RT)


def film_exponent(r):
    thresholds = film_thresholds(r)
    return thresholds[3] / thresholds[2]


n_film = [film_exponent(r) for r in (radius, 20.0, 200.0, 1e5)]
assert np.all(np.diff(n_film) > 0) and abs(n_film[-1] - 2) < 0.02

# ---------- neglected effect: thermally activated filling ----------


def bump(r, D):
    """Barrier (1e-21 J) and liquid volume (nm^3) of one unduloid period."""
    neck = max(2 * gamma / D - r, 0.0)
    n = 4001
    psi = 2 * pi * np.arange(n) / n
    rho = np.sqrt((r**2 + neck**2) / 2 + (r**2 - neck**2) / 2 * np.cos(psi))
    ds = (r + neck) * pi / n
    slope = (rho**2 + r * neck) / (rho * (r + neck))
    length = np.sum(slope) * ds
    area = np.sum(2 * pi * rho) * ds
    liquid = pi * r**2 * length - np.sum(pi * rho**2 * slope) * ds
    return gamma * (area - 2 * pi * r * length) + D * liquid, liquid


barrier_at_empty = bump(radius, D_empty)[0]
assert abs(barrier_at_empty / (4 * pi * gamma * radius**2 / 3) - 1) < 1e-4
assert abs(bump(radius, D_fill * (1 + 1e-6))[0]) < 1e-3 * kT
# A stationary shape must obey d(barrier)/dD = liquid volume
D_test, dD = 1.4 * D_fill, 1e-3
slope_num = (bump(radius, D_test + dD)[0]
             - bump(radius, D_test - dD)[0]) / (2 * dD)
assert abs(slope_num / bump(radius, D_test)[1] - 1) < 1e-4
D_act = brentq(lambda D: bump(radius, D)[0] - barrier_in_kT * kT,
               1.0001 * D_fill, 1.99 * D_fill)
xf_act = np.exp(-D_act * molar_volume / RT)
n_act = np.log(x_empty) / np.log(xf_act)

# ---------- neglected effect: curvature-dependent interface cost ----------


def curved_exponent(delta):
    def surface(a):
        return 2 * pi * a * gamma * (1 - delta / a)
    h = 1e-4
    D_f = (surface(radius + h) - surface(radius - h)) / (4 * pi * radius * h)
    D_e = surface(radius) / (pi * radius**2)
    return D_e / D_f


n_curv_plus = curved_exponent(curvature_length)
n_curv_minus = curved_exponent(-curvature_length)
assert abs(n_curv_plus - 2 * (1 - curvature_length / radius)) < 1e-6

# ---------- neglected effects: saturation pressure, compressibility ----------


def refined_x(D, kappa):
    def balance(x):
        shift = (x - 1) * p_sat - D
        return (RT * np.log(x)
                - molar_volume * (shift - kappa * shift**2 / 2))
    return brentq(balance, 1e-3, 1.0, xtol=1e-14)


def refined_exponent(kappa):
    return (np.log(refined_x(D_empty, kappa))
            / np.log(refined_x(D_fill, kappa)))


n_psat = refined_exponent(0.0)
n_comp = refined_exponent(compressibility)
assert abs(n_psat - 2) < 1e-3 and abs(n_comp - 2) < 0.05

# ---------- printed numbers ----------
print("INPUTS (rough typical values, chosen radius)")
print(f"temperature                          {temperature:.0f} K")
print(f"surface tension                      {gamma:.1f} mN/m")
print(f"molar volume of liquid               {molar_volume:.0f} cm3/mol")
print(f"saturation pressure                  {p_sat_torr:.0f} Torr")
print(f"pore radius                          {radius:.2f} nm")
print("SQUARE LAW")
print(f"RT                                   {RT:.1f} J/mol")
print(f"length gamma V/(RT)                  {kelvin_length:.4f} nm")
print(f"capillary pressure, filling          {D_fill:.2f} MPa")
print(f"capillary pressure, emptying         {D_empty:.2f} MPa")
print(f"x_fill, formula                      {x_fill:.4f}")
print(f"x_fill, from grand potential         {xf_num:.4f}")
print(f"x_empty, formula                     {x_empty:.4f}")
print(f"x_empty, from grand potential        {xe_num:.4f}")
print(f"square of numerical x_fill           {xf_num**2:.4f}")
print(f"filling pressure                     {x_fill*p_sat_torr:.2f} Torr")
print(f"emptying pressure                    {x_empty*p_sat_torr:.2f} Torr")
print(f"best cap depth / pore radius         {cap_ratio:.5f}")
print(f"loop width x_fill - x_empty          {x_fill-x_empty:.4f}")
print(f"largest loop width, any radius       {-widest.fun:.4f}")
print(f"radius of largest loop width         {widest.x:.2f} nm")
wrong_radius = -2 * kelvin_length / np.log(xf_num)
print(f"radius from filling, cylinder        {wrong_radius/2:.3f} nm")
print(f"radius from emptying, hemisphere     "
      f"{-2*kelvin_length/np.log(xe_num):.3f} nm")
print(f"radius from filling, hemisphere      {wrong_radius:.3f} nm (wrong)")
print("NEGLECTED EFFECTS, n = ln x_empty / ln x_fill (model: 2)")
print(f"film: assumed Hamaker constant       {hamaker:.0f}e-21 J")
print(f"film: thickness at filling           {t_fill:.3f} nm")
print(f"film: thickness at emptying          {t_empty:.3f} nm")
print(f"film: x_fill                         {xf_film:.4f}")
print(f"film: x_empty                        {xe_film:.4f}")
print(f"film: n at pore radius 2 nm          {n_film[0]:.3f}")
print(f"film: n at pore radius 20 nm         {n_film[1]:.3f}")
print(f"film: n at pore radius 200 nm        {n_film[2]:.3f}")
print(f"film: n at pore radius 100000 nm     {n_film[3]:.3f}")
print(f"film: radius Cohan reads, filling    "
      f"{-kelvin_length/np.log(xf_film):.3f} nm")
print(f"film: radius Cohan reads, emptying   "
      f"{-2*kelvin_length/np.log(xe_film):.3f} nm")
print(f"activation: assumed barrier          {barrier_in_kT:.0f} kT")
print(f"activation: barrier at x_empty       {barrier_at_empty/kT:.1f} kT")
print(f"activation: x_fill                   {xf_act:.4f}")
print(f"activation: n                        {n_act:.3f}")
print(f"curvature: assumed length            +-{curvature_length:.2f} nm")
print(f"curvature: n for + and - sign        "
      f"{n_curv_plus:.3f}, {n_curv_minus:.3f}")
print(f"saturation-pressure term: n          {n_psat:.5f}")
print(f"assumed liquid compressibility       {compressibility:.1e} 1/MPa")
print(f"compressibility and p0 term: n       {n_comp:.4f}")
print(f"assumed skeleton modulus             {skeleton_modulus:.1f} GPa")
print(f"strain scale at emptying             "
      f"{100*D_empty/(1000*skeleton_modulus):.2f} %")
print("ALL CHECKS PASSED")
```

Printed output:

```
INPUTS (rough typical values, chosen radius)
temperature                          298 K
surface tension                      28.0 mN/m
molar volume of liquid               106 cm3/mol
saturation pressure                  28 Torr
pore radius                          2.00 nm
SQUARE LAW
RT                                   2477.7 J/mol
length gamma V/(RT)                  1.1979 nm
capillary pressure, filling          14.00 MPa
capillary pressure, emptying         28.00 MPa
x_fill, formula                      0.5494
x_fill, from grand potential         0.5494
x_empty, formula                     0.3018
x_empty, from grand potential        0.3018
square of numerical x_fill           0.3018
filling pressure                     15.38 Torr
emptying pressure                    8.45 Torr
best cap depth / pore radius         1.00000
loop width x_fill - x_empty          0.2476
largest loop width, any radius       0.2500
radius of largest loop width         1.73 nm
radius from filling, cylinder        2.000 nm
radius from emptying, hemisphere     2.000 nm
radius from filling, hemisphere      4.000 nm (wrong)
NEGLECTED EFFECTS, n = ln x_empty / ln x_fill (model: 2)
film: assumed Hamaker constant       50e-21 J
film: thickness at filling           0.800 nm
film: thickness at emptying          0.479 nm
film: x_fill                         0.2953
film: x_empty                        0.1616
film: n at pore radius 2 nm          1.494
film: n at pore radius 20 nm         1.759
film: n at pore radius 200 nm        1.904
film: n at pore radius 100000 nm     1.994
film: radius Cohan reads, filling    0.982 nm
film: radius Cohan reads, emptying   1.315 nm
activation: assumed barrier          30 kT
activation: barrier at x_empty       114.0 kT
activation: x_fill                   0.4558
activation: n                        1.524
curvature: assumed length            +-0.10 nm
curvature: n for + and - sign        1.900, 2.100
saturation-pressure term: n          1.99995
assumed liquid compressibility       9.0e-04 1/MPa
compressibility and p0 term: n       2.0125
assumed skeleton modulus             5.0 GPa
strain scale at emptying             0.56 %
ALL CHECKS PASSED
```
